# Natural expansions and energy functionals of two-electron singlets and triplets: a numerical check

```python
"""Natural expansions of two-electron states and their energy functionals.

Spatial state: psi(1,2) = sum_ab C[a,b] chi_a(1) chi_b(2), with norm 1.
Singlet (C symmetric):      psi = sum_p c_p phi_p(1) phi_p(2), n_p = 2 |c_p|^2
  E = sum_p n_p h_pp + sum_pq c_p c_q (pq|pq), c_p = sign_p sqrt(n_p/2)
Triplet (C antisymmetric):  psi = sum_k a_k [x_k(1)y_k(2)-y_k(1)x_k(2)]/sqrt(2)
  E = sum_k a_k^2 (h_xx+h_yy) + sum_kl a_k a_l [(x_k x_l|y_k y_l)-(x_k y_l|y_k x_l)]
n are spin-summed occupations; a_k^2 is the occupation of both x_k and y_k.
The reference is direct diagonalization in the full two-particle product space.
Example: H2, full CI in cc-pVTZ. Internal algebra is in atomic units.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from pyscf import gto, fci

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom


def hydrogen_integrals(distance):
    """Integrals in a symmetrically orthonormalized basis; distance in angstrom."""
    mol = gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, distance / BOHR))],
                basis="cc-pvtz", unit="Bohr", verbose=0)
    val, vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    x = (vec / np.sqrt(val)) @ vec.T
    h = x.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    eri = np.einsum("pqrs,pa,qb,rc,sd->abcd", mol.intor("int2e", aosym="s1"),
                    x, x, x, x, optimize=True)
    return h, eri, BOHR / distance


def product_hamiltonian(h, eri):
    n = len(h)
    one = np.eye(n)
    return (np.kron(h, one) + np.kron(one, h)
            + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))


def lowest_state(values, vectors, n, parity):
    """Lowest eigenstate with the requested symmetry under particle exchange."""
    for j in range(len(values)):
        c = vectors[:, j].reshape(n, n)
        found = np.sum(c * c.T)
        if found * parity > 0.9:
            assert abs(found - parity) < 1e-8
            c = (c + parity * c.T) / 2
            return values[j], c / np.linalg.norm(c)
    raise AssertionError("no state of this exchange symmetry")


def canonical_form(matrix, parity):
    """Split off s*u*u^T (parity +1) or s*(u*w^T-w*u^T) (parity -1)."""
    rest, weights, first, second = matrix.copy(), [], [], []
    while True:
        left, singular, _ = np.linalg.svd(rest)
        s = singular[0]
        if s < 1e-8:
            break
        v = left[:, 0]
        image = rest @ v.conj() / s
        if parity == 1:
            u = max((v + image, 1j * (v - image)), key=np.linalg.norm)
            u = u / np.linalg.norm(u)
            w = u
            rest = rest - s * np.outer(u, u)
        else:
            u, w = image, v
            rest = rest - s * (np.outer(u, w) - np.outer(w, u))
        weights.append(s)
        first.append(u)
        second.append(w)
        assert len(weights) <= len(matrix)
    return np.array(weights), np.array(first).T, np.array(second).T


def coupling(eri, p, q, r, s):
    """Matrix (p_k q_l | r_k s_l), first orbital of each density conjugated."""
    t = np.tensordot(p.conj().T, eri, axes=1)
    t = np.einsum("kbcd,ck->kbd", t, r.conj())
    return np.einsum("kbd,bl,dl->kl", t, q, s)


def one_body(h, u):
    return np.einsum("ap,ab,bp->p", u.conj(), h, u).real


def singlet_energy(occ, signs, u, h, eri):
    c = signs * np.sqrt(occ / 2)
    return occ @ one_body(h, u) + (c @ coupling(eri, u, u, u, u) @ c).real


def triplet_parts(x, y, h, eri):
    return (one_body(h, x) + one_body(h, y),
            coupling(eri, x, x, y, y) - coupling(eri, x, y, y, x))


def triplet_energy(a, x, y, h, eri):
    single, pair = triplet_parts(x, y, h, eri)
    return a**2 @ single + (a @ pair @ a).real


def signed_expansion(c_matrix):
    c, u = np.linalg.eigh(c_matrix)
    order = np.argsort(-abs(c))
    c, u = c[order], u[:, order]
    return c * np.sign(c[0]), u


R_NEAR, R_FAR = 0.75, 4.0
h, eri, nuc = hydrogen_integrals(R_NEAR)
N = len(h)
H2 = product_hamiltonian(h, eri)
values, vectors = np.linalg.eigh(H2)
e_s, C = lowest_state(values, vectors, N, 1)
e_t, A = lowest_state(values, vectors, N, -1)

# Singlet: signed real expansion, energy, and secular equation.
c, U = signed_expansion(C)
occ, sign = 2 * c**2, np.sign(c)
K = coupling(eri, U, U, U, U)
hd = one_body(h, U)
assert abs(singlet_energy(occ, sign, U, h, eri) - e_s) < 1e-8
T = 2 * np.diag(hd) + K
assert np.linalg.norm(T @ c - e_s * c) < 1e-8
assert abs(np.linalg.eigvalsh(T)[0] - e_s) < 1e-8

# Complex orbitals can absorb all signs.
s_abs, U_abs, _ = canonical_form(C, 1)
assert abs(singlet_energy(2 * s_abs**2, 1, U_abs, h, eri) - e_s) < 1e-7

# A changed sign is another trial state and must not lower the ground energy.
flip_cost = -4 * c * (K @ c - np.diag(K) * c)
assert flip_cost.min() > -1e-9
e_plus = singlet_energy(occ, 1, U, h, eri)
assert e_plus > e_s + 1e-3

# Triplet: paired expansion, energy, and secular equation.
mu, X, Y = canonical_form(A, -1)
a = np.sqrt(2) * mu
XY = np.hstack((X, Y))
assert np.allclose(XY.T @ XY, np.eye(XY.shape[1]), atol=1e-6)
single_t, pair_t = triplet_parts(X, Y, h, eri)
assert abs(triplet_energy(a, X, Y, h, eri) - e_t) < 1e-7
T_t = np.diag(single_t) + pair_t
assert np.linalg.norm(T_t @ a - e_t * a) < 1e-6
assert abs(np.linalg.eigvalsh(T_t)[0] - e_t) < 1e-7

# Rotation inside a pair is harmless; reversing one partner reverses its sign.
X_rot, Y_rot = X.copy(), Y.copy()
X_rot[:, 0] = np.cos(0.7) * X[:, 0] + np.sin(0.7) * Y[:, 0]
Y_rot[:, 0] = -np.sin(0.7) * X[:, 0] + np.cos(0.7) * Y[:, 0]
assert abs(triplet_energy(a, X_rot, Y_rot, h, eri) - e_t) < 1e-7
Y_flip, a_flip = Y.copy(), a.copy()
Y_flip[:, 1] *= -1
a_flip[1] *= -1
e_t_flip = triplet_energy(a, X, Y_flip, h, eri)
assert e_t_flip > e_t + 1e-7
assert abs(triplet_energy(a_flip, X, Y_flip, h, eri) - e_t) < 1e-7

# Separate determinant code: energies and spin-summed density matrices.
e_det, ci_det = fci.direct_spin1.kernel(h, eri, N, (1, 1), nroots=2,
                                        pspace_size=N * N + 16)
assert np.allclose(e_det, [e_s, e_t], atol=1e-7)
pair_occ = np.zeros(N)
pair_occ[:2 * len(a)] = np.repeat(a**2, 2)
for ci, expected in zip(ci_det, (occ, pair_occ)):
    gamma = fci.direct_spin1.make_rdm1(np.asarray(ci), N, (1, 1))
    found = np.linalg.eigvalsh(gamma)[::-1]
    assert np.allclose(found, np.sort(expected)[::-1], atol=1e-6)

# Arbitrary complex states, which are not eigenstates.
rng = np.random.default_rng(7)
Z = rng.normal(size=(N, N)) + 1j * rng.normal(size=(N, N))
for parity in (1, -1):
    M = Z + parity * Z.T
    M = M / np.linalg.norm(M)
    direct = np.vdot(M.ravel(), H2 @ M.ravel()).real
    s, u, w = canonical_form(M, parity)
    basis = u if parity == 1 else np.hstack((u, w))
    assert np.allclose(basis.conj().T @ basis, np.eye(basis.shape[1]), atol=1e-6)
    if parity == 1:
        assert abs(singlet_energy(2 * s**2, 1, u, h, eri) - direct) < 1e-7
        exchange = coupling(eri, u, u, u.conj(), u.conj())
        wrong = 2 * s**2 @ one_body(h, u) + (s @ exchange @ s).real
        assert abs(wrong - direct) > 1e-3
    else:
        sv = np.linalg.svd(M, compute_uv=False)
        assert np.allclose(sv[::2], sv[1::2], atol=1e-10)
        assert abs(triplet_energy(np.sqrt(2) * s, u, w, h, eri) - direct) < 1e-7

# Fully degenerate complex singlet: the diagonal expansion must still exist.
Q = np.linalg.qr(Z)[0]
M = Q @ Q.T / np.sqrt(N)
s, u, _ = canonical_form(M, 1)
assert len(s) == N and np.allclose(s, 1 / np.sqrt(N), atol=1e-8)
assert np.allclose((u * s) @ u.T, M, atol=1e-7)
assert np.allclose(u.conj().T @ u, np.eye(N), atol=1e-6)

# Stretched molecule: covalent and ionic sign choices at equal occupations.
hf, erif, nucf = hydrogen_integrals(R_FAR)
vf, wf = np.linalg.eigh(product_hamiltonian(hf, erif))
e_far, C_far = lowest_state(vf, wf, N, 1)
c_far, U_far = signed_expansion(C_far)
assert abs(singlet_energy(2 * c_far**2, np.sign(c_far), U_far, hf, erif)
           - e_far) < 1e-8
K_far = coupling(erif, U_far[:, :2], U_far[:, :2], U_far[:, :2], U_far[:, :2])
mean_far = (K_far[0, 0] + K_far[1, 1]) / 2
covalent, ionic = mean_far - K_far[0, 1], mean_far + K_far[0, 1]
left = (U_far[:, :1] + U_far[:, 1:2]) / np.sqrt(2)
right = (U_far[:, :1] - U_far[:, 1:2]) / np.sqrt(2)
aabb = coupling(erif, left, left, right, right)[0, 0]
abab = coupling(erif, left, right, left, right)[0, 0]
aaaa = coupling(erif, left, left, left, left)[0, 0]
bbbb = coupling(erif, right, right, right, right)[0, 0]
assert abs(covalent - aabb - abab) < 1e-9
assert abs(ionic - (aaaa + bbbb) / 2 - abab) < 1e-9
assert abs(covalent / nucf - 1) < 0.03  # finite orbital size and overlap
atom = gto.M(atom="H 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
sa, va = np.linalg.eigh(atom.intor("int1e_ovlp"))
xa = va / np.sqrt(sa)
ha = xa.T @ (atom.intor("int1e_kin") + atom.intor("int1e_nuc")) @ xa
e_atom = np.linalg.eigvalsh(ha)[0]

print(f"H2 full CI, cc-pVTZ; spatial orbitals: {N}")
print(f"Near distance: {R_NEAR:.2f} angstrom")
print(f"Nuclear repulsion: {nuc*EV:.4f} eV")
print(f"Singlet total energy: {(e_s+nuc)*EV:.4f} eV = {e_s+nuc:.6f} hartree")
for p in range(6):
    print(f"Singlet orbital {p+1}: n = {occ[p]:.6f}, c = {c[p]:+.6f}")
print(f"Positive c among all {N} orbitals: {np.sum(c > 0)}")
print(f"Sum of singlet occupations: {occ.sum():.6f}")
print(f"h_11, h_22: {hd[0]*EV:.4f}, {hd[1]*EV:.4f} eV")
print(f"(11|11), (22|22), (12|12): {K[0,0]*EV:.4f}, "
      f"{K[1,1]*EV:.4f}, {K[0,1]*EV:.4f} eV")
diagonal = c**2 @ np.diag(K)
cross = c @ K @ c - diagonal
print(f"Singlet one-electron term: {occ@hd*EV:.4f} eV")
print(f"Singlet diagonal repulsion: {diagonal*EV:.4f} eV")
print(f"Singlet cross term: {cross*EV:.4f} eV")
print(f"Singlet total with all signs plus: {(e_plus+nuc)*EV:.4f} eV")
print(f"Cost of reversing sign 2: {flip_cost[1]*EV:.4f} eV")
for m in (1, 2, 5, N):
    em = np.linalg.eigvalsh(T[:m, :m])[0]
    print(f"Lowest total energy in first {m} natural orbitals: {(em+nuc)*EV:.4f} eV")
print(f"Triplet total energy: {(e_t+nuc)*EV:.4f} eV = {e_t+nuc:.6f} hartree")
print(f"Triplet minus singlet energy: {(e_t-e_s)*EV:.4f} eV")
for k in range(4):
    print(f"Triplet pair {k+1}: occupation of each partner = {a[k]**2:.8f}")
print(f"Sum of triplet occupations: {2*np.sum(a**2):.6f}")
diag_t = a**2 @ np.diag(pair_t)
print(f"Triplet one-electron term: {a**2@single_t*EV:.4f} eV")
print(f"Triplet repulsion within pairs: {diag_t*EV:.4f} eV")
print(f"Triplet cross term: {(a@pair_t@a-diag_t)*EV:.4f} eV")
print(f"Cost of reversing triplet pair 2: {(e_t_flip-e_t)*EV:.5f} eV")
print(f"Far distance: {R_FAR:.2f} angstrom")
print(f"Far singlet n_1, n_2: {2*c_far[0]**2:.6f}, {2*c_far[1]**2:.6f}")
print(f"Far singlet c_1, c_2: {c_far[0]:+.6f}, {c_far[1]:+.6f}")
print(f"Far singlet total energy: {(e_far+nucf)*EV:.4f} eV")
print(f"Two separate H atoms, same basis: {2*e_atom*EV:.4f} eV")
print(f"Far (11|11), (22|22), (12|12): {K_far[0,0]*EV:.4f}, "
      f"{K_far[1,1]*EV:.4f}, {K_far[0,1]*EV:.4f} eV")
print(f"Equal-occupation repulsion, minus sign: {covalent*EV:.4f} eV")
print(f"Equal-occupation repulsion, plus sign: {ionic*EV:.4f} eV")
print(f"Point-charge repulsion at far distance: {nucf*EV:.4f} eV")
print("PASS")
```

It prints:

```
H2 full CI, cc-pVTZ; spatial orbitals: 28
Near distance: 0.75 angstrom
Nuclear repulsion: 19.1995 eV
Singlet total energy: -31.8999 eV = -1.172301 hartree
Singlet orbital 1: n = 1.963852, c = +0.990922
Singlet orbital 2: n = 0.020580, c = -0.101439
Singlet orbital 3: n = 0.005969, c = -0.054629
Singlet orbital 4: n = 0.004212, c = -0.045889
Singlet orbital 5: n = 0.004212, c = -0.045889
Singlet orbital 6: n = 0.000201, c = -0.010019
Positive c among all 28 orbitals: 1
Sum of singlet occupations: 2.000000
h_11, h_22: -33.9771, -14.1850 eV
(11|11), (22|22), (12|12): 17.9330, 18.5811, 4.5669 eV
Singlet one-electron term: -67.0268 eV
Singlet diagonal repulsion: 17.9257 eV
Singlet cross term: -1.9984 eV
Singlet total with all signs plus: -27.6647 eV
Cost of reversing sign 2: 1.7003 eV
Lowest total energy in first 1 natural orbitals: -30.8216 eV
Lowest total energy in first 2 natural orbitals: -31.3335 eV
Lowest total energy in first 5 natural orbitals: -31.8084 eV
Lowest total energy in first 28 natural orbitals: -31.8999 eV
Triplet total energy: -21.3396 eV = -0.784217 hartree
Triplet minus singlet energy: 10.5603 eV
Triplet pair 1: occupation of each partner = 0.99716560
Triplet pair 2: occupation of each partner = 0.00219403
Triplet pair 3: occupation of each partner = 0.00029691
Triplet pair 4: occupation of each partner = 0.00029691
Sum of triplet occupations: 2.000000
Triplet one-electron term: -50.4698 eV
Triplet repulsion within pairs: 10.2127 eV
Triplet cross term: -0.2821 eV
Cost of reversing triplet pair 2: 0.39679 eV
Far distance: 4.00 angstrom
Far singlet n_1, n_2: 1.033492, 0.966491
Far singlet c_1, c_2: +0.718851, -0.695159
Far singlet total energy: -27.2025 eV
Two separate H atoms, same basis: -27.2010 eV
Far (11|11), (22|22), (12|12): 10.2255, 10.3858, 6.7044 eV
Equal-occupation repulsion, minus sign: 3.6013 eV
Equal-occupation repulsion, plus sign: 17.0100 eV
Point-charge repulsion at far distance: 3.5999 eV
PASS
```
